# Catalytic-probe heating fixes a product, not the recombination probability

## Definitions and conventions

A small metal bead stands in a gas that contains oxygen atoms. Let $J$ be the number of atoms striking it per unit area and time. The recombination probability $\gamma$ is the net fraction of striking atoms that do not return to the gas as atoms. It includes every surface route to O$_2$. I assume that O$_2$ from the gas does not dissociate on the surface. Two atoms are then lost for each molecule formed, so in steady state molecules form at the rate $\gamma J/2$ per unit area.

Let $D$ be the energy released when two free atoms at rest become one ground-state molecule at rest. A newly formed molecule may leave with more energy than a molecule in thermal equilibrium with the surface. Its mean excess, summed over vibration, rotation, translation and electronic excitation, is $x$. The chemical-energy accommodation is

$$
\beta=1-\frac{x}{D}.
$$

It is the fraction of the reaction energy left in the bead. I take $x\ge0$, hence $\beta\le1$. The heat received per unit area and time through recombination is $q$. Energies are in eV and fluxes in cm$^{-2}$ s$^{-1}$; heat fluxes are converted to mW/cm$^2$.

## The belief and its appeal

The belief is this: if the atom flux is known, the heating of a catalytic probe measures $\gamma$. Each recombination releases $D$, so counting joules should count recombinations, and

$$
\gamma_{\rm app}=\frac{2q}{JD}
$$

should be the recombination probability.

The belief has good features. It conserves atoms and uses the right reaction energy. If $\gamma$ and $\beta$ do not vary with flux, the heating is proportional to $J$, as the formula suggests. A straight line through the origin seems to leave one unknown, its slope. But the formula also assumes that all the energy stays in the bead. The slope contains a second unknown, and a better calorimeter does not remove it.

## What a surface does with the energy

To see that no surface energy has been forgotten, take four elementary processes. Their rates per unit area are $r_a$ for atom adsorption, $r_1$ for recombination of a gas atom with an adsorbed atom (Eley-Rideal), $r_2$ for recombination of two adsorbed atoms (Langmuir-Hinshelwood), and $r_d$ for atom desorption. An adsorbed atom is bound by energy $E$, taken as independent of coverage. The two kinds of new molecule carry excess energies $x_1$ and $x_2$.

Adsorption deposits $E$. In the Eley-Rideal process one bond to the surface must be broken, so the deposit is $D-E-x_1$. In the Langmuir-Hinshelwood process two must be broken, which gives $D-2E-x_2$. Desorption takes $E$ from the solid. Therefore

$$
q=Er_a+(D-E-x_1)r_1+(D-2E-x_2)r_2-Er_d .
$$

Collecting the terms in $E$ gives

$$
q=(D-x_1)r_1+(D-x_2)r_2+E\,(r_a-r_1-2r_2-r_d).
$$

With $N$ sites per unit area and occupied fraction $\theta$, the last bracket is the growth rate of the adsorbed population:

$$
N\frac{d\theta}{dt}=r_a-r_1-2r_2-r_d .
$$

It vanishes in steady state, and $E$ drops out of the heat. The energy released when an atom binds is repaid when it leaves.

Now count atoms. Adsorption and Eley-Rideal events each remove one atom from the gas, and desorption returns one, so $\gamma J=r_a+r_1-r_d$. The steady-state condition says $r_a-r_d=r_1+2r_2$. Substitution gives

$$
\gamma J=2(r_1+r_2).
$$

The mean excess energy is $x=(x_1r_1+x_2r_2)/(r_1+r_2)$. Hence

$$
q=(D-x)(r_1+r_2)=(\beta D)\frac{\gamma J}{2}
=\frac{\gamma\beta JD}{2}.
$$

The quantity called $\gamma_{\rm app}$ is therefore $\gamma\beta$. If O$_2$ from the gas also dissociated on the surface, molecules would form faster than $\gamma J/2$. Each would carry off its excess energy, and for the same $\gamma$ and $x>0$ the heat would be lower than this law gives.

This cancellation was tested on a mixed mechanism by integrating the coverage equation at the example's flux and summing the elementary heats. The sticking probability was $0.3(1-\theta)$, the Eley-Rideal probability $0.05\,\theta$, and the pair and desorption rates $2\times10^{16}\theta^2$ and $10^{16}\theta$ cm$^{-2}$ s$^{-1}$. The excess energies were $x_1=2.2$ eV and $x_2=0.8$ eV. Binding energies of 1 and 2 eV gave the same steady heat to one part in a million, with $\gamma=0.101$ and $\beta=0.636$.

## Why more heating data do not help

Replace $\gamma$ by $c\gamma$ and $\beta$ by $\beta/c$, with $c$ chosen so that neither exceeds one. Then

$$
\frac{(c\gamma)(\beta/c)JD}{2}=\frac{\gamma\beta JD}{2}.
$$

The heat is unchanged at every $J$. If $\gamma$ and $\beta$ depend on temperature or flux, the same replacement can be made in both functions, and their product is still unchanged. The bead temperature responds to $q$, so its steady value and cooling curve cannot distinguish the two descriptions, apart from the small sensible heat sized below. The atom loss $\gamma J$, however, changes by the factor $c$.

Heating does supply a bound. Since $\beta\le1$,

$$
\gamma_{\rm app}\le\gamma\le1 .
$$

If recombination is known to be purely Eley-Rideal, and the sites are refilled only by atoms from the gas, energy conservation narrows the range. Apart from thermal energy, the molecule cannot carry away more than remains after the surface bond is broken: $x\le D-E$. Thus $\beta\ge E/D$, and

$$
\gamma_{\rm app}\le\gamma\le\gamma_{\rm app}\frac{D}{E}.
$$

## Two surfaces with the same heating

Consider a bead of radius $a=0.5$ mm in a remote oxygen afterglow at 20 mTorr and $T_g=300$ K, with atom density $n=6.0\times10^{13}$ cm$^{-3}$. Take the rough value $D=5.1$ eV.

For a Maxwell distribution the one-way flux is the integral of the normal velocity over its positive half:

$$
J=n\sqrt{\frac{kT_g}{2\pi m}}=\frac{n\bar v}{4},
\qquad \bar v=\sqrt{\frac{8kT_g}{\pi m}} .
$$

With $\bar v=6.301\times10^4$ cm/s,

$$
J=\frac{(6.0\times10^{13})(6.301\times10^4)}{4}
=9.45\times10^{17}\ {\rm cm^{-2}\,s^{-1}} .
$$

Surface A has $\gamma=0.10$, $\beta=0.90$ and $E=3.0$ eV. Surface B has $\gamma=0.20$, $\beta=0.45$ and $E=2.0$ eV. Both recombine by the Eley-Rideal process without desorption. The molecules leave A with $x=0.10D=0.51$ eV and B with $x=0.55D=2.81$ eV. Both values respect $x\le D-E$.

The products agree: $0.10\times0.90=0.20\times0.45=0.090$. For either surface

$$
q=0.090\,(9.45\times10^{17})\frac{5.1}{2}
=2.17\times10^{17}\ {\rm eV\,cm^{-2}\,s^{-1}},
$$

or 34.8 mW/cm$^2$. Over the bead area $4\pi a^2=0.0314$ cm$^2$ this is 1.09 mW.

For the temperature, let $L(T)$ be the heat lost per unit area by radiation, gas conduction and the leads, and let $C$ be the heat capacity per unit area. Then

$$
C\frac{dT}{dt}=q-L(T).
$$

At the steady temperature $L=q$. If recombination stops at once, the first moment of cooling obeys $C\,dT/dt=-q$, so the slope gives $q$ without a model of the losses. For a sphere of volumetric heat capacity $c_v$, volume divided by area is $a/3$. With $c_v=4.0$ J/(cm$^3$ K),

$$
C=\frac{c_va}{3}=\frac{4.0\times0.05}{3}=0.0667\ {\rm J\,cm^{-2}\,K^{-1}} .
$$

Both beads reach 352 K in this model and begin to cool at 0.521 K/s. Multiplying the slope by $C$ returns 34.8 mW/cm$^2$. Setting $\beta=1$ then gives $\gamma_{\rm app}=0.090$ for both. This is 10 % below the true $\gamma$ of A and 55 % below that of B.

The atom consumption differs: $9.45\times10^{16}$ cm$^{-2}$ s$^{-1}$ on A and $1.89\times10^{17}$ on B. An independent measurement of this loss resolves the ambiguity. On B the lost atoms could release

$$
(1.89\times10^{17})\frac{5.1}{2}
=4.82\times10^{17}\ {\rm eV\,cm^{-2}\,s^{-1}},
$$

of which the bead receives $2.17\times10^{17}$. The ratio is $\beta=0.45$.

Without the loss measurement, heating allows any $\gamma$ from 0.09 to 1. Knowledge of the mechanism and of $E$ lowers the upper limit to $0.090\times5.1/3.0=0.15$ for A and $0.090\times5.1/2.0=0.23$ for B.

The distinction also matters when the probe is used to find atom density. Solving the heat law for density gives

$$
n=\frac{8q}{\gamma\beta\bar vD}.
$$

The product is what this application needs. If the true $\gamma=0.20$ of B were inserted with $\beta=1$, the inferred density would be $0.45n=2.7\times10^{13}$ cm$^{-3}$.

## The first milliseconds

The steady-state condition can fail just after atoms reach a clean surface. The estimate below needs sites that are still empty, so it does not apply where O$_2$ has already covered them by dissociating. In the example the adsorption rate is $\gamma J(1-\theta)$ and the Eley-Rideal rate is $\gamma J\theta$. They balance at $\theta=1/2$, where the total atom loss is indeed $\gamma J$. On the empty surface there is adsorption but no recombination, so the initial heat is $E\gamma J$. Relative to steady heating,

$$
\frac{q(0)}{q}=\frac{E\gamma J}{\gamma\beta JD/2}=\frac{2E}{\beta D},
$$

which is 1.31 for A and 1.74 for B. The coverage equation is $N\,d\theta/dt=\gamma J(1-2\theta)$, so the relaxation time is $N/(2\gamma J)$. For $N=10^{15}$ cm$^{-2}$ it is 5.3 ms for A and 2.6 ms for B. The excess heat warms the beads by about 1 mK, a small effect beside the steady rise of 52 K.

## When scattering breaks the product law

The law derived above uses the flux that actually strikes the bead. An experiment may instead know the density far away, and hence the undisturbed flux $J_0=n\bar v/4$. Gas collisions can make $J$ smaller than $J_0$.

Let $R$ be the probability that a particle leaving the bead diffusely is scattered back to it. If no atoms were lost, equilibrium would require the striking flux to be $J_0$. Of this, $RJ_0$ would be returning atoms, so first arrivals contribute $(1-R)J_0$. With recombination, the fraction $1-\gamma$ leaves again as atoms, and

$$
J=(1-R)J_0+R(1-\gamma)J .
$$

Therefore

$$
J=J_0\frac{1-R}{1-R(1-\gamma)} .
$$

A particle simulation tested this relation with mean free path equal to the bead radius, well-mixed gas beyond five radii, and $\gamma=0.3$. The return probability was $R=0.286$. The formula predicts an atom loss of $0.268J_0$; the simulation gave $0.270J_0$, within the 4 % tolerance set for counting noise. Without depletion the loss would be $0.300J_0$.

Suppose first that returning excited molecules deposit no energy. Define $h=2q/(J_0D)$. Then

$$
h=\gamma\beta\frac{1-R}{1-R+R\gamma},
\qquad
\frac1h=\frac1{\gamma\beta}+\frac1\beta\frac{R}{1-R} .
$$

When $R\gamma\ll1-R$, only the product remains. In the opposite limit $h\simeq\beta(1-R)/R$: transport sets the atom supply, and heating gives $\beta$ but not $\gamma$. Between the limits, measurements at several pressures could determine both, provided $\gamma$ and $\beta$ stay fixed and both $R$ and the relative $J_0$ are accurately known.

For the example's bead, with a rough collision diameter, isotropic scattering and well-mixed gas beyond 10 mm, the simulation gives $R=0.065$ at 20 mTorr and 0.508 at 200 mTorr. The ratio of the heating of A to that of B, at equal $J_0$, is 1.007 at the lower pressure and 1.094 at the higher. The degeneracy is lifted, but weakly: for B, a 5 % error in the ratio of the two values of $h$ moves the fitted $\gamma$ from 0.20 to 0.14 or 0.27, depending on its sign. These figures depend on the scattering model. Hard spheres of the same diameter with the real masses of O and O$_2$, which keep part of their forward motion, give $R\approx0.033$ and 0.36 and heating ratios of 1.003 and 1.05; the same 5 % error then moves $\gamma$ to 0.10 or 0.31.

Returning excited molecules can also undo the separation. Suppose that all the excess energy is long-lived internal excitation, none of which is lost in the gas. Excess translation is mostly lost in the collisions that send a molecule back. Excess rotation survives in part at 20 mTorr, where most returns follow one or two collisions, so the assumption is an idealisation for it. The molecules are given the same $R$ as the atoms. Let each strike quench an excited molecule with probability $s$, leaving all its excess energy in the bead. The recovered fraction $f$ obeys $f=R[s+(1-s)f]$, so

$$
f=\frac{Rs}{1-R(1-s)},
$$

and $\beta$ in the heat law becomes $\beta+(1-\beta)f$. For B with $s=0.1$, fitting the two pressures while ignoring quenching gives $\gamma=0.08$ and $\beta=1.12$, instead of 0.20 and 0.45. The impossible $\beta>1$ exposes the faulty assumption here. Weaker quenching may give no such warning: with $s=0.05$ the same fit gives $\gamma=0.13$ and $\beta=0.67$, which look possible but are wrong. Two heating values cannot fix the three unknowns $\gamma$, $\beta$ and $s$, so with two pressures the quenching probability must be known before the method can replace a measurement of atom loss.

## The example beside a real probe

Thermocouple beads and small metal discs do serve as catalytic probes in afterglows, and a recombination probability near 0.1 is a reasonable rough size for some oxidised metals. The accommodations of A and B are chosen values, not data for named metals. The following sizes are for B at 20 mTorr.

- **Return to the bead.** Depletion lowers the striking flux by 1.4 % relative to $J_0$. If all their excess energy is long-lived excitation, returning molecules raise the heating by 0.8 % for $s=0.1$ and by 8 % for $s=1$; if only part of it is, the gain is smaller in proportion. These sizes use isotropic scattering; hard-sphere scattering with the real masses roughly halves them, to 0.7 %, 0.35 % and 3.4 %.
- **Sensible heat.** A striking atom brings kinetic energy $2kT_g$ on average: $kT_g$ in normal motion, because fast atoms strike more often, and $kT_g$ in the two tangential motions. A thermal molecule leaves with $2kT_s+kT_s$, the last term being rotation, where $T_s$ is the bead temperature. If the atoms that do not recombine also leave at $T_s$, the atoms' net contribution is
$$
J\left[\frac{\gamma}{2}(4kT_g-3kT_s)+2(1-\gamma)k(T_g-T_s)\right],
$$
or $-2.6$ % of $q$. For A the same formula gives $-3.3$ %, so sensible heat separates the two surfaces by only about 0.7 % of $q$. The formula leaves out the thermal fine-structure energy of O($^3P$), about $0.2\,kT_g$ per atom; including it gives about $-2.2$ % for B, $-3.1$ % for A and a separation near 0.9 %.
- **Other energy carriers.** Take the ion flux as $0.6\,n_i\sqrt{kT_e/M}$, with $n_i$ the ion density, $T_e$ the electron temperature and $M$ the mass of O$_2^+$. This form assumes a sheath thin beside the bead. At 20 eV per ion and $kT_e=1$ eV, an ion density of $1.0\times10^9$ cm$^{-3}$ then adds 1 % to the heating, and ten times that density adds 10 %. These are low estimates: at the lower density the Debye length is 0.23 mm, about half the bead radius, and a thick sheath can collect several times more ions. A probe inside an active discharge may therefore need an ion correction. If 10 % of the molecules arrive in a metastable state of 1 eV and 1 % of their strikes quench them, they add 3 %.
- **Temperature.** An activation energy of 0.02 eV would make $\gamma$ 12 % larger at 352 K than at 300 K. The measured product belongs to the bead temperature.

Real leads may also recombine atoms, and O$_2$ may dissociate on a real surface; with the binding energy of A this would release $2E-D=0.9$ eV per molecule. The model leaves out both effects, and neither is sized here. For the effects that are sized, the corrections at these inputs are smaller than the factor of two between A and B. The heating signal hides that factor in $\gamma$, because the molecules leaving B carry away more energy. The numerical output below gives the main results for both surfaces and these corrections for B.

## Numbers as computed

```
energy released per O2 (rough): 5.1 eV
gas: 20 mTorr, 300 K; bead radius 0.5 mm
atom density: 6.0e+13 cm^-3
mean atom speed: 6.301e+04 cm/s
atom flux: 9.451e+17 cm^-2 s^-1
emissivity 0.3; heat capacity 4.0 J/(cm3 K)
lead conductance: 5.0 uW/K; sites 1e+15 cm^-2
A: gamma 0.100, beta 0.900, binding 3.0 eV
A: energy carried off per molecule: 0.510 eV
A: heat flux 34.75 mW/cm2, bead power 1.092 mW
A: bead temperature 352.2 K, cooling slope -0.5213 K/s
A: apparent gamma (beta set to 1): 0.0900
A: upper bound on gamma from binding: 0.153
A: atoms consumed: 9.451e+16 cm^-2 s^-1
A: initial heat / steady heat: 1.31
A: coverage time 5.29 ms, transient warming 0.85 mK
B: gamma 0.200, beta 0.450, binding 2.0 eV
B: energy carried off per molecule: 2.805 eV
B: heat flux 34.75 mW/cm2, bead power 1.092 mW
B: bead temperature 352.2 K, cooling slope -0.5213 K/s
B: apparent gamma (beta set to 1): 0.0900
B: upper bound on gamma from binding: 0.229
B: atoms consumed: 1.890e+17 cm^-2 s^-1
B: initial heat / steady heat: 1.74
B: coverage time 2.65 ms, transient warming 1.02 mK
mixed mechanism test: gamma 0.1010, beta 0.6357
simulation test, R: 0.286
atom loss simulated 0.2704, formula 0.2679
20 mTorr: free path 2.698 mm, R 0.065
200 mTorr: free path 0.270 mm, R 0.508
heat ratio A/B at 20 mTorr, no quenching: 1.007
heat ratio A/B at 200 mTorr, no quenching: 1.094
B from two pressures, quenching 0.1 ignored: gamma 0.080, beta 1.122
B: flux depletion at 20 mTorr: 1.37 %
B: heat gain by return, quenching 0.1: 0.84 %
B: heat gain by return, quenching 1: 7.9 %
B: sensible heat of atoms / heating: -2.60 %
ion density giving 1 % of heating: 1.04e+09 cm^-3
  (taking 20 eV per ion, electrons at 1 eV)
metastable O2 heat / heating: 3.00 %
  (share 0.1, quenching 0.01, 1 eV each)
gamma rise, gas to bead temperature: 12.1 %
  (taking activation energy 0.02 eV)
```
